# Conductivity, thermopower and Lorenz number of a parabolic band

## The decision

Consider two conversions for a doped semiconductor. A thermopower $S$ is turned into a position of the chemical potential, and a conductivity $\sigma$ is turned into an electronic heat conductivity $\kappa=L\sigma T$. One must decide whether closed formulas may be used for $S$ and for the Lorenz number $L$, or whether the integrals over the band have to be evaluated. For carriers of one band with relaxation time $\tau\propto E^r$, the closed formulas are

$$|S|=\frac{k_B}{e}\left(r+\frac52-\eta\right),\qquad L=\left(\frac{k_B}{e}\right)^2\left(r+\frac52\right).$$

Here $\eta$ is the chemical potential in units of $k_BT$, measured from the band edge into the band, so it is negative in the gap. These are limits for $e^{\eta}\ll1$. In this limit the thermopower is negative for electrons and positive for holes. The general results are ratios of Fermi integrals, and they show where the limits may be used.

The algebra is in atomic units, with $\hbar=1$ and the elementary charge $e>0$ kept visible. The wave vector is $\mathbf k$ and Boltzmann's constant is $k_B$.

## First case: constant relaxation time, field only

Take a conduction band $E=k^2/(2m)$ with two spin states, velocity $\mathbf v=\nabla_kE=\mathbf k/m$ and constant $\tau$. A uniform field $\mathcal E$ along $x$ exerts the force $-e\mathcal E$ on an electron. In the relaxation-time approximation the steady Boltzmann equation is

$$-e\mathcal E\,\frac{\partial f}{\partial k_x}=-\frac{f-f_0}{\tau},$$

where $f_0$ is the Fermi function. To first order in the field, $f$ on the left may be replaced by $f_0$. The change $f_1=f-f_0$ is then $e\tau\mathcal E\,\partial f_0/\partial k_x$, and the current density is

$$J=-e\,\frac{2}{(2\pi)^3}\int d^3k\,v_xf_1
=-e^2\tau\mathcal E\,\frac{2}{(2\pi)^3}\int d^3k\,v_x\frac{\partial f_0}{\partial k_x}.$$

Integrate by parts in $k_x$. The boundary term vanishes because $f_0$ decays at large $k$, and $\partial v_x/\partial k_x=1/m$. What remains is the integral of $f_0$, which is the density $n$:

$$\sigma=\frac{J}{\mathcal E}=\frac{ne^2\tau}{m}.$$

No assumption about $\eta$ entered, so with constant $\tau$ this holds for a dilute and for a degenerate gas. It is a limit that the general formula must reproduce at $r=0$.

## Adding a temperature gradient

Now let $\tau$ depend on energy, and let $T$ and $\mu$ vary slowly along $x$, with a uniform band edge. The Fermi function depends on position through $u=(E-\mu)/(k_BT)$, and

$$\frac{du}{dx}=-\frac{1}{k_BT}\left[\frac{d\mu}{dx}+\frac{E-\mu}{T}\frac{dT}{dx}\right].$$

Since $df_0/du=k_BT\,\partial f_0/\partial E$,

$$\frac{\partial f_0}{\partial x}=\left(-\frac{\partial f_0}{\partial E}\right)\left[\frac{d\mu}{dx}+\frac{E-\mu}{T}\frac{dT}{dx}\right].$$

The field term is $-e\mathcal E\,v_x\,\partial f_0/\partial E=e\mathcal E\,v_x(-\partial f_0/\partial E)$. Adding the drift term $v_x\,\partial f_0/\partial x$ and setting the sum equal to $-f_1/\tau$ gives

$$f_1=-\tau v_x\left(-\frac{\partial f_0}{\partial E}\right)\left[e\mathcal E'+\frac{E-\mu}{T}\frac{dT}{dx}\right],\qquad \mathcal E'=\mathcal E+\frac1e\frac{d\mu}{dx}.$$

The field and the gradient of $\mu$ enter together. Their combination $\mathcal E'$ is the gradient of the electrochemical potential divided by $e$, and this is what a voltmeter responds to.

An electron carries charge $-e$ and heat $E-\mu$; the latter follows from $T\,ds=du-\mu\,dn$ for the entropy, energy and particle densities $s$, $u$ and $n$. Define

$$\Sigma(E)=\frac{2}{(2\pi)^3}\int d^3k\,v_x^2\,\tau\,\delta(E-E_{\mathbf k}),\qquad K_j=\int dE\,\Sigma(E)(E-\mu)^j\left(-\frac{\partial f_0}{\partial E}\right).$$

Multiplying $f_1$ by $-ev_x$ or by $(E-\mu)v_x$ and integrating over $\mathbf k$ gives the electric and heat currents:

$$J=e^2K_0\mathcal E'+\frac eTK_1\frac{dT}{dx},\qquad
Q=-eK_1\mathcal E'-\frac1TK_2\frac{dT}{dx}.$$

At uniform temperature, $\sigma=e^2K_0$. The thermopower is defined by $\mathcal E'=S\,dT/dx$ at $J=0$, so

$$S=-\frac{K_1}{eTK_0}.$$

Putting this field into $Q$ gives

$$Q=\left(\frac{K_1^2}{TK_0}-\frac{K_2}{T}\right)\frac{dT}{dx},\qquad
\kappa=\frac1T\left(K_2-\frac{K_1^2}{K_0}\right),$$

because $\kappa$ is defined by $Q=-\kappa\,dT/dx$ at zero current. Dividing by $\sigma T$,

$$L=\frac{\kappa}{\sigma T}=\frac{1}{e^2T^2}\left[\frac{K_2}{K_0}-\left(\frac{K_1}{K_0}\right)^2\right].$$

These expressions have a statistical reading. Let $\langle\cdot\rangle$ be the average over energy with the non-negative weight $\Sigma(E)(-\partial f_0/\partial E)$. Then $S=-\langle E-\mu\rangle/(eT)$, and $L$ is the variance of $E$ divided by $e^2T^2$.

A limit makes the difference plain. If all conduction took place at one energy $E_1$, then $S$ would be $-(E_1-\mu)/(eT)$ and $L$ would be zero. Each electron would carry the same heat, so stopping the charge current would also stop the heat current.

## The Fermi-surface integral

The delta function in $\Sigma$ reduces the volume integral to a surface of constant energy. Between the surfaces $E$ and $E+dE$ the thickness is $dE/|\nabla_kE|$, hence

$$\Sigma(E)=\frac{2}{(2\pi)^3}\oint dA\,\frac{v_x^2\tau}{|\nabla_kE|}.$$

For the parabolic band the surface is a sphere of area $4\pi k^2$. On it $|\nabla_kE|=v$, and the average of $v_x^2$ is $v^2/3$. Therefore

$$\Sigma(E)=\frac{2}{8\pi^3}\,4\pi k^2\,\frac{v\tau}{3}=\frac{k^2v\tau}{3\pi^2}=\frac{k^3\tau}{3\pi^2m}.$$

Take $\tau=\tau_0(E/E_0)^r$ with a fixed reference energy $E_0$. Define

$$x=\frac{E}{k_BT},\qquad q_T=\sqrt{2mk_BT},\qquad \tau_T=\tau_0\left(\frac{k_BT}{E_0}\right)^r,\qquad p=r+\frac32.$$

Then $k=q_Tx^{1/2}$ and $\tau=\tau_Tx^r$, so

$$\Sigma=\frac{q_T^3\tau_T}{3\pi^2m}\,x^p.$$

Three of the halves in $p$ come from $k^3$, and the rest comes from scattering. The factor $\tau_T$ contains any temperature dependence of $\tau_0$. It affects $\sigma$ but cancels from $S$ and $L$.

## From moments to Fermi integrals

Let $f(x)=1/(1+e^{x-\eta})$ and define the moments

$$M_j=\int_0^\infty x^{p+j}\left(-\frac{df}{dx}\right)dx,\qquad F_a(\eta)=\int_0^\infty\frac{x^a\,dx}{1+e^{x-\eta}}.$$

The Fermi integral $F_a$ is used here without a gamma-function prefactor. Integration by parts gives

$$M_j=-\left[x^{p+j}f\right]_0^\infty+(p+j)\int_0^\infty x^{p+j-1}f\,dx=(p+j)F_{p+j-1}.$$

The upper boundary term vanishes exponentially. The lower one vanishes for all three moments $j=0,1,2$ if $p>0$, that is, $r>-3/2$.

Since $E-\mu=k_BT(x-\eta)$, the required ratios are

$$\frac{K_1}{K_0}=k_BT\left(\frac{M_1}{M_0}-\eta\right),\qquad
\frac{K_2}{K_0}=(k_BT)^2\left(\frac{M_2}{M_0}-2\eta\frac{M_1}{M_0}+\eta^2\right).$$

In $L$ the square of the first ratio is subtracted from the second, and the terms in $\eta$ and $\eta^2$ cancel, as they must for a variance. For electrons,

$$\sigma=\frac{e^2q_T^3\tau_T}{3\pi^2m}\,pF_{p-1},$$

$$S=-\frac{k_B}{e}\left[\frac{(p+1)F_p}{pF_{p-1}}-\eta\right],$$

$$L=\left(\frac{k_B}{e}\right)^2\left\{\frac{(p+2)F_{p+1}}{pF_{p-1}}-\left[\frac{(p+1)F_p}{pF_{p-1}}\right]^2\right\}.$$

For the limit $r=0$ we need the density. With $k^2dk=\tfrac12q_T^3x^{1/2}dx$,

$$n=\frac{1}{\pi^2}\int_0^\infty k^2f\,dk=\frac{q_T^3}{2\pi^2}F_{1/2}.$$

At $r=0$, $p=3/2$ and the conductivity contains $\tfrac32F_{1/2}$. Substitution gives $\sigma=ne^2\tau_0/m$, in agreement with the first case.

For holes, write the valence band as $E=-k^2/(2m)$, and let $x=-E/(k_BT)$, $\eta=-\mu/(k_BT)$, with $\tau$ depending on $|E|$. Now $E-\mu=-k_BT(x-\eta)$. The derivative $-\partial f_0/\partial E$ is even in $E-\mu$, so $K_0$ and $K_2$ keep their form while $K_1$ changes sign. Thus $\sigma$ and $L$ are unchanged, and $S$ becomes positive when the square bracket is positive.

## The dilute limit

Let $z=e^\eta<1$. The geometric series for the Fermi function is $f=ze^{-x}-z^2e^{-2x}+\dots$, so

$$-\frac{df}{dx}=ze^{-x}-2z^2e^{-2x}+\dots$$

Using $\int_0^\infty x^ae^{-sx}dx=\Gamma(a+1)/s^{a+1}$ term by term,

$$M_j=\Gamma(p+j+1)\left[z-\frac{z^2}{2^{p+j}}+\dots\right].$$

At leading order $z$ cancels from the ratios, and $\Gamma(a+1)=a\Gamma(a)$ gives

$$\frac{M_1}{M_0}=p+1,\qquad\frac{M_2}{M_0}=(p+1)(p+2).$$

The variance is $(p+1)(p+2)-(p+1)^2=p+1$. Since $p+1=r+5/2$,

$$S=\mp\frac{k_B}{e}\left(r+\frac52-\eta\right),\qquad L=\left(\frac{k_B}{e}\right)^2\left(r+\frac52\right),$$

with the upper sign for electrons. The same number appears twice because the weight $x^pe^{-x}$ has equal mean and variance. A larger $r$ favours fast carriers: in the dilute limit it raises the mean energy carried and also widens its spread.

The conductivity becomes $e^2q_T^3\tau_T\Gamma(r+5/2)z/(3\pi^2m)$, while $n=q_T^3\Gamma(3/2)z/(2\pi^2)$. Dividing, and using $\Gamma(5/2)=\tfrac32\Gamma(3/2)$,

$$\sigma=\frac{ne^2}{m}\,\tau_T\,\frac{\Gamma(r+5/2)}{\Gamma(5/2)}.$$

The next term in $z$ measures the error of the limits. Expanding the quotients of the brackets,

$$\frac{M_1}{M_0}=(p+1)\left[1+z\left(2^{-p}-2^{-p-1}\right)\right]=(p+1)\left[1+\frac{z}{2^{p+1}}\right],$$

$$\frac{M_2}{M_0}=(p+1)(p+2)\left[1+z\left(2^{-p}-2^{-p-2}\right)\right]=(p+1)(p+2)\left[1+\frac{3z}{2^{p+2}}\right].$$

To this order the square of the first ratio is $(p+1)^2[1+4z/2^{p+2}]$. Subtraction leaves the coefficient $3(p+2)-4(p+1)=2-p$:

$$\frac{L}{(k_B/e)^2}=(p+1)\left[1+\frac{(2-p)z}{2^{p+2}}+\dots\right].$$

As the gas becomes denser, $L$ therefore first rises for $r<1/2$ and first falls for $r>1/2$. At $r=1/2$ the first correction vanishes.

The condition on $r$ is weaker in this limit than in the Fermi-integral formulas. The moments before integration by parts converge for $p>-1$, or $r>-5/2$, and the series uses those moments. For $-5/2<r\le-3/2$ one must keep the derivative form. At $r\le-5/2$ the conductivity integral diverges at the band edge, and the power law for $\tau$ has to be cut off there.

## The degenerate limit

For $\eta\gg1$ put $y=x-\eta$. The function $-df/dy$ is even and concentrated within a few units of $y=0$, so the lower limit $-\eta$ may be moved to $-\infty$ with an exponentially small error. Its total weight is 1. Its second moment, by parts, is

$$\int_{-\infty}^{\infty}y^2\left(-\frac{df}{dy}\right)dy=4\int_0^\infty\frac{y\,dy}{e^y+1}=4\left(1-\frac1{2^2}+\frac1{3^2}-\dots\right)=\frac{\pi^2}{3},$$

since the alternating sum is $\pi^2/12$. Expand $x^p=\eta^p(1+py/\eta+\dots)$. The mean of $y$ is then $p\pi^2/(3\eta)$ and its variance tends to $\pi^2/3$:

$$S\to\mp\frac{\pi^2}{3}\frac{k_B}{e}\frac{r+3/2}{\eta},\qquad L\to\frac{\pi^2}{3}\left(\frac{k_B}{e}\right)^2.$$

The scattering exponent drops out of $L$ but remains in $S$. The thermopower needs an asymmetry of $\Sigma$ about $\mu$, whereas the spread is set by the Fermi function itself.

How $L$ approaches its limit depends on the exponent; for $r=3/2$, for example, it comes from above. The case $r=-1/2$, or $p=1$, is the simplest. The weight is $(\eta+y)(-df/dy)$, with no higher powers. Apart from exponentially small terms, $\langle y\rangle=\pi^2/(3\eta)$ and $\langle y^2\rangle=\pi^2/3$, hence

$$\frac{L}{(k_B/e)^2}=\frac{\pi^2}{3}-\frac{\pi^4}{9\eta^2}.$$

## A model band in numbers

Choose a conduction band with $m$ equal to 0.5 electron masses, $k_BT=0.025$ eV, $r=-1/2$, $E_0=0.1$ eV and $\hbar/\tau_0=0.01$ eV. With $\hbar$ restored, $\hbar^2/m=15.24$ eV Å$^2$. The thermal wave number and the level width at $E=k_BT$ are

$$q_T=\sqrt{\frac{2(0.025)}{15.24}}=0.0573\ \text{Å}^{-1},\qquad
\frac{\hbar}{\tau_T}=0.01\sqrt{\frac{0.025}{0.1}}=0.005\ \text{eV}.$$

At this energy the width is one fifth of $k_BT$, but with $r=-1/2$ it grows as $\sqrt E$. It is 0.007 eV at $E=2k_BT$, the mean transport energy in the dilute case, so treating carriers as having definite energies is reasonable there, though not beyond question. At the Fermi level for $\eta=20$ it is 0.022 eV, still small against $E$ but comparable to $k_BT$, so the degenerate rows of the table below show what the formulas give rather than a regime of sharp levels.

Take $\eta=-4$. Adaptive quadrature, after the substitution $x=u^2$, gives $F_0=0.018150$, $F_1=0.018232$ and $F_2=0.036548$. With $p=1$,

$$\sigma=\frac{e^2}{\hbar}\,\frac{(0.05728)^3(15.24)}{3\pi^2(0.005)}\,(0.018150)=3.51\times10^{-4}\ \frac{e^2}{\hbar\,\text{Å}},$$

which is 855 S/m. The mean reduced energy is $2F_1/F_0=2.009$, so

$$S=-(2.009+4)\frac{k_B}{e}=-6.009\,\frac{k_B}{e}=-518\ \mu\text{V/K}.$$

For the Lorenz number, $3F_2/F_0=6.041$ and

$$L=(6.041-2.009^2)\left(\frac{k_B}{e}\right)^2=2.005\left(\frac{k_B}{e}\right)^2=1.49\times10^{-8}\ \text{V}^2/\text{K}^2.$$

The closed formulas give $-6$ and $2$. Using the degenerate value $\pi^2/3=3.290$ instead would make $\kappa$ too large by the factor $3.290/2.005=1.64$.

The same quadrature at other positions of the chemical potential gives the table below. Here $S$ and its dilute limit $S_{\rm cl}$ are in $k_B/e$, $L$ is in $(k_B/e)^2$, and $n$ is in Å$^{-3}$.

| $\eta$ | $n$ | $S$ | $S_{\rm cl}$ | $L$ |
|---:|---:|---:|---:|---:|
| −4 | $1.54\times10^{-7}$ | −6.009 | −6 | 2.005 |
| −2 | $1.09\times10^{-6}$ | −4.064 | −4 | 2.032 |
| 0 | $6.46\times10^{-6}$ | −2.373 | −2 | 2.172 |
| 2 | $2.38\times10^{-5}$ | −1.304 | 0 | 2.500 |
| 5 | $7.46\times10^{-5}$ | −0.648 | 3 | 2.934 |
| 20 | $5.69\times10^{-4}$ | −0.164 | 18 | 3.263 |

At $\eta=-2$ both closed formulas are about 1.6% low in magnitude, relative to the full integrals. At the band edge the thermopower formula is 16% low. For $\eta>2$ it has the wrong sign.

The inverse use suffers too. A thermopower of $-2.373\,k_B/e$ inserted into the dilute formula returns $\eta=2-2.373=-0.373$ instead of zero, an error of 0.009 eV in the chemical potential. At $\eta=20$ the degenerate formulas give $S=-\pi^2/60=-0.164$ and $L=3.290-0.027=3.263$, in the same units as the table.

Changing the exponent at $\eta=0$ gives $L=2.172$, $2.579$, $3.004$ and $3.910$ for $r=-1/2$, $0$, $1/2$ and $3/2$. The dilute values are $2$, $2.5$, $3$ and $4$. The shifts have the signs of $2-p$ where that factor is nonzero. At $r=1/2$ a small shift from higher orders remains.

## What this settles, and where the model stops

For this band, the closed formulas serve at the percent level when $\eta\lesssim-2$. Nearer the edge or inside the band, the Fermi integrals are needed until the degenerate expansions take over. At $\eta=5$ these are within 3% if the $1/\eta^2$ term in $L$ is kept, while the constant $\pi^2/3$ alone is still 12% too large. For another exponent, the first corrections in $z$ give the corresponding estimate.

The integrals also say which part of the band must be described well. In the dilute limit the integrand of $M_2$ is proportional to $x^{p+2}e^{-x}$, whose derivative vanishes at $x=p+2$. For the model above this is $3k_BT=0.075$ eV above the edge. The tail beyond the maximum matters too: at $\eta=-4$, leaving out all energies above $10k_BT=0.25$ eV still lowers $L$ by 2%. For $L$ at the percent level, $\Sigma(E)\propto E^p$ must therefore be a good description well beyond the maximum of the integrand, not only at the band minimum. How far depends on the size of the deviation: at $\eta=-4$, a $\Sigma$ that is 20% too low above $8k_BT$ lowers $L$ by 1.5%, but by only 0.4% if the deviation starts at $10k_BT$. In a real band this has to be checked, since the dispersion may no longer be parabolic there. In a numerical Brillouin-zone sum for the dilute case, the mesh must resolve a pocket whose size is set by $q_T$, here 0.057 Å$^{-1}$. In the degenerate case it must resolve the thermal shell around the Fermi surface, whose thickness is a few times $k_BT/v=q_T/(2\sqrt\eta)$ and therefore smaller at large $\eta$.

A second band can change the result even if each band obeys the formulas. Two identical bands leave $S$ and $L$ as they are, but bands with different edges in general do not. If two bands conduct independently, their $K_j$ add. Let $w_1$ and $w_2$ be their fractions of the conductivity. The total variance is the average variance within the bands plus the variance between their means, so

$$L=w_1L_1+w_2L_2+w_1w_2(S_1-S_2)^2.$$

For electrons and holes together, $S_1$ and $S_2$ have opposite signs in the dilute regime, and the last term can be large. Physically, an electron and a hole moving together transport the gap energy plus their kinetic energies without a net charge current.

The derivation also assumes that one relaxation time describes the response to both a field and a temperature gradient. Inelastic scattering can violate this, and then $L$ is no longer the variance found here. Heat carried by the lattice is not part of $\kappa$ and must be added separately. The phonons are also taken to be in equilibrium. If the temperature gradient sets up a phonon flow that drags the carriers along, the measured thermopower contains an extra part, which must be removed before $S$ is turned into $\eta$.

All numerical values are calculated from the stated model.
